# Weak silicon–silicon pi bonds and the size of sideways 3p overlap: verification in Python

```python
# Result under test: the sideways (pi) overlap of Slater 3p orbitals at the
# disilene distance is comparable (within 25 %) to that of Slater 2p orbitals
# at the ethylene distance, although the silicon pi bond is much weaker.
# Symbols: n = principal quantum number, zeta = Slater exponent (1/bohr),
# R = internuclear distance, p = zeta*R, S = overlap, F = Fock matrix element.
# The pi orbitals point along x, the bond lies along z.
import math
import numpy as np
from scipy import constants, integrate, linalg
from pyscf import gto, scf, mp

HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10  # angstrom


def overlap_formula(n, p):
    """Return exponential factor, polynomial factor and overlap."""
    if n == 2:
        poly = 1 + p + 2*p**2/5 + p**3/15
    else:
        poly = (1 + p + 34*p**2/75 + 3*p**3/25
                + 31*p**4/1575 + p**5/525)
    return math.exp(-p), poly, math.exp(-p)*poly


def overlap_quadrature(n, zeta, distance):
    """Overlap from its definition, in cylindrical coordinates."""
    nodes, weights = np.polynomial.legendre.leggauss(160)
    length = 35.0/zeta
    rho = 0.5*length*(nodes + 1)
    w_rho = 0.5*length*weights
    norm2 = (2*zeta)**(2*n+1)/math.factorial(2*n)*3/(4*math.pi)
    total = 0.0
    # the integrand is symmetric about the midplane z = distance/2
    for low, high in ((-length, 0.0), (0.0, distance/2)):
        z = low + 0.5*(high-low)*(nodes + 1)
        w_z = 0.5*(high-low)*weights
        rr, zz = np.meshgrid(rho, z, indexing="ij")
        ra = np.sqrt(rr**2 + zz**2)
        rb = np.sqrt(rr**2 + (zz-distance)**2)
        f = rr**3*(ra*rb)**(n-2)*np.exp(-zeta*(ra+rb))
        total += 2*math.pi*norm2*(w_rho @ f @ w_z)
    return total


def p_indices(mol, atom, axis):
    return [i for i, lab in enumerate(mol.ao_labels(fmt=None))
            if lab[0] == atom and lab[2][-1] == "p" and lab[3] == axis]


def atomic_valence_p(symbol, basis):
    """Radial coefficients of the singly occupied valence p orbital of the
    free triplet atom, restricted open-shell Hartree-Fock."""
    mol = gto.M(atom=[[symbol, (0, 0, 0)]], basis=basis, spin=2, verbose=0)
    mf = scf.ROHF(mol)
    mf.conv_tol = 1e-11
    mf.max_cycle = 200
    mf.kernel()
    assert mf.converged
    single = np.where(np.abs(mf.mo_occ - 1) < 1e-8)[0]
    assert len(single) == 2
    # both open orbitals share one radial function, whatever their direction
    block = np.hstack([mf.mo_coeff[np.ix_(p_indices(mol, 0, axis), single)]
                       for axis in "xyz"])
    u, s, _ = np.linalg.svd(block, full_matrices=False)
    assert s[1] < 1e-3*s[0]
    radial = u[:, 0]*s[0]/math.sqrt(2)
    px = p_indices(mol, 0, "x")
    weight = radial @ mf.get_ovlp()[np.ix_(px, px)] @ radial
    assert 0.99 < weight < 1.001
    return radial/math.sqrt(weight)


def atomic_overlap(symbol, basis, distance):
    coeff = atomic_valence_p(symbol, basis)
    mol = gto.M(atom=[[symbol, (0, 0, 0)], [symbol, (0, 0, distance)]],
                basis=basis, unit="Bohr", verbose=0)
    s = mol.intor("int1e_ovlp")
    ax, bx = p_indices(mol, 0, "x"), p_indices(mol, 1, "x")
    by = p_indices(mol, 1, "y")
    # perpendicular p orbitals have no overlap
    assert abs(coeff @ s[np.ix_(ax, by)] @ coeff) < 1e-10
    return coeff @ s[np.ix_(ax, bx)] @ coeff


def hartree_fock(symbol, distance, bond_h, angle_h, bend=0.0,
                 twisted=False, basis="def2-svp"):
    """X2H4, lengths in angstrom and angles in degrees.
    The twisted form is the perpendicular triplet."""
    half, tilt = math.radians(angle_h/2), math.radians(bend)
    side = bond_h*math.sin(half)
    up = bond_h*math.cos(half)*math.sin(tilt)
    out = bond_h*math.cos(half)*math.cos(tilt)
    atoms = [[symbol, (0, 0, 0)], [symbol, (0, 0, distance)]]
    for sign in (1, -1):
        atoms.append(["H", (up, sign*side, -out)])
        x, y = -up, sign*side
        if twisted:
            x, y = y, -x
        atoms.append(["H", (x, y, distance + out)])
    atoms = [[a, tuple(c/BOHR for c in xyz)] for a, xyz in atoms]
    mol = gto.M(atom=atoms, unit="Bohr", basis=basis,
                spin=2 if twisted else 0, verbose=0)
    mf = scf.UHF(mol) if twisted else scf.RHF(mol)
    mf.kernel()
    assert mf.converged
    return mf


def energies(symbol, *geometry, **options):
    """HF and frozen-core MP2 energies (hartree)."""
    mf = hartree_fock(symbol, *geometry, **options)
    pt = mp.MP2(mf, frozen=2 if symbol == "C" else 10)
    pt.kernel()
    return mf.e_tot, pt.e_tot


# closed overlap formulas against quadrature, over a range of p
for n in (2, 3):
    for zeta, distance in ((1.0, 1.5), (1.3, 4.0), (1.7, 5.0)):
        assert abs(overlap_quadrature(n, zeta, distance)
                   - overlap_formula(n, zeta*distance)[2]) < 1e-6

# rounded geometries: X-X, X-H (angstrom), H-X-H (degree)
cases = {"C": dict(n=2, charge=6 - 3*0.35 - 2*0.85,
                   geom=(1.34, 1.09, 117.0)),
         "Si": dict(n=3, charge=14 - 3*0.35 - 8*0.85 - 2*1.0,
                    geom=(2.15, 1.48, 115.0))}

for sym, c in cases.items():
    n, (R, bond_h, angle_h) = c["n"], c["geom"]
    zeta = c["charge"]/n
    c["zeta"] = zeta
    p = zeta*R/BOHR
    expo, poly, c["S"] = overlap_formula(n, p)
    numeric = overlap_quadrature(n, zeta, R/BOHR)
    assert abs(numeric - c["S"]) < 1e-6
    mean_r = (2*n+1)/(2*zeta)
    density = lambda r: (2*zeta)**(2*n+1)/math.factorial(2*n) \
        * r**(2*n)*math.exp(-2*zeta*r)
    by_quad = integrate.quad(lambda r: r*density(r), 0, 60)[0]
    assert abs(by_quad - mean_r) < 1e-6
    c["reach"] = R/BOHR/mean_r
    print(f"{sym}: X-X, X-H = {R:.2f}, {bond_h:.2f} angstrom;"
          f" H-X-H = {angle_h:.0f} degree")
    print(f"{sym}: effective charge = {c['charge']:.2f},"
          f" zeta = {zeta:.4f} 1/bohr, p = {p:.4f}")
    print(f"{sym}: exp(-p) = {expo:.6f}, polynomial = {poly:.3f}")
    print(f"{sym}: Slater pi overlap, formula = {c['S']:.4f},"
          f" quadrature = {numeric:.4f}")
    print(f"{sym}: mean radius = {mean_r*BOHR:.3f} angstrom,"
          f" R/mean radius = {c['reach']:.3f}")

ratio_S = cases["Si"]["S"]/cases["C"]["S"]
print(f"Slater overlap ratio Si/C = {ratio_S:.3f}")
assert abs(ratio_S - 1) < 0.25
assert abs(cases["Si"]["reach"]/cases["C"]["reach"] - 1) < 0.1
misplaced = overlap_formula(2, cases["C"]["zeta"]*2.15/BOHR)[2]
print(f"C 2p pi overlap at 2.15 angstrom = {misplaced:.4f}")
assert misplaced < 0.5*cases["Si"]["S"]
for R in (2.10, 2.25):
    value = overlap_formula(3, cases["Si"]["zeta"]*R/BOHR)[2]
    print(f"Si 3p pi overlap at {R:.2f} angstrom = {value:.4f}")
    assert abs(value/cases["C"]["S"] - 1) < 0.25

# scaling: exponents of a p-orbital pair scaled up, distance scaled down
scale = 1.5
elements = []
for lam in (1.0, scale):
    pair = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, 3.0/lam)]],
                 unit="Bohr", basis={"H": [[1, [0.4*lam**2, 1.0]]]},
                 verbose=0)
    elements.append([pair.intor(name)[0, 3] for name in
                     ("int1e_ovlp", "int1e_kin", "int1e_nuc")])
r_s, r_t, r_v = np.array(elements[1])/np.array(elements[0])
assert abs(r_s - 1) < 1e-8
assert abs(r_t - scale**2) < 1e-7 and abs(r_v - scale) < 1e-7
print(f"Scale factor {scale:.2f}: overlap x {r_s:.3f},"
      f" kinetic x {r_t:.3f}, attraction x {r_v:.3f}")

# atomic Hartree-Fock orbitals, molecular coupling and twisting energies
for sym, c in cases.items():
    R, bond_h, angle_h = c["geom"]
    s_svp, s_tz, s_qz = [atomic_overlap(sym, "def2-" + size, R/BOHR)
                         for size in ("svp", "tzvp", "qzvp")]
    c["S_hf"] = s_tz
    print(f"{sym}: atomic HF pi overlap, SVP = {s_svp:.4f},"
          f" TZVP = {s_tz:.4f}, QZVP = {s_qz:.4f}")
    assert abs(s_tz - s_qz) < 0.04
    # coupling of the frozen atomic orbitals in the planar molecule
    mf = hartree_fock(sym, R, bond_h, angle_h, basis="def2-tzvp")
    coeff = atomic_valence_p(sym, "def2-tzvp")
    ax, bx = p_indices(mf.mol, 0, "x"), p_indices(mf.mol, 1, "x")
    fock = mf.get_fock()
    f_aa = coeff @ fock[np.ix_(ax, ax)] @ coeff*HARTREE
    f_ab = coeff @ fock[np.ix_(ax, bx)] @ coeff*HARTREE
    c["B"] = (s_tz*f_aa - f_ab)/(1 - s_tz**2)
    levels = linalg.eigh([[f_aa, f_ab], [f_ab, f_aa]],
                         [[1, s_tz], [s_tz, 1]], eigvals_only=True)
    assert abs((levels[1]-levels[0])/2 - c["B"]) < 1e-8
    print(f"{sym}: F_aa = {f_aa:.3f} eV, F_ab = {f_ab:.3f} eV,"
          f" half splitting B = {c['B']:.3f} eV")
    # position of the planar minimum from three energies
    e_hf, e_mp2 = energies(sym, R, bond_h, angle_h)
    c["planar"] = e_mp2
    h = 0.05
    e_minus = energies(sym, R-h, bond_h, angle_h)[1]
    e_plus = energies(sym, R+h, bond_h, angle_h)[1]
    r_min = R - h*(e_plus-e_minus)/(2*(e_plus - 2*e_mp2 + e_minus))
    print(f"{sym}: planar MP2 minimum, X-X = {r_min:.3f} angstrom")
    assert abs(r_min - R) < 0.05
    t_hf, t_mp2 = energies(sym, R, bond_h, angle_h, twisted=True)
    c["twist_hf"] = (t_hf - e_hf)*HARTREE
    c["twist"] = (t_mp2 - e_mp2)*HARTREE
    print(f"{sym}: twisting energy, HF = {c['twist_hf']:.2f} eV,"
          f" MP2 = {c['twist']:.2f} eV")

ratio_hf = cases["Si"]["S_hf"]/cases["C"]["S_hf"]
ratio_B = cases["Si"]["B"]/cases["C"]["B"]
ratio_E = cases["Si"]["twist"]/cases["C"]["twist"]
ratio_E_hf = cases["Si"]["twist_hf"]/cases["C"]["twist_hf"]
print(f"Atomic HF overlap ratio Si/C = {ratio_hf:.3f}")
print(f"Half-splitting ratio Si/C = {ratio_B:.3f}")
print(f"Twisting-energy ratio Si/C, HF = {ratio_E_hf:.3f},"
      f" MP2 = {ratio_E:.3f}")
assert abs(ratio_hf - 1) < 0.25
assert 0 < ratio_B < 0.8
assert 0 < ratio_E < 0.7 and 0 < ratio_E_hf < 0.7

# size of the trans-bending energy that the planar picture leaves out
for bend in (10, 20, 30):
    e_bent = energies("Si", *cases["Si"]["geom"], bend=bend)[1]
    change = (e_bent - cases["Si"]["planar"])*HARTREE
    print(f"Disilene bent by {bend} degree: MP2 energy minus planar"
          f" = {change:+.3f} eV")
    assert abs(change) < 0.5*cases["Si"]["twist"]

print("all tests passed")
```

Output:

```
C: X-X, X-H = 1.34, 1.09 angstrom; H-X-H = 117 degree
C: effective charge = 3.25, zeta = 1.6250 1/bohr, p = 4.1149
C: exp(-p) = 0.016328, polynomial = 16.533
C: Slater pi overlap, formula = 0.2699, quadrature = 0.2699
C: mean radius = 0.814 angstrom, R/mean radius = 1.646
Si: X-X, X-H = 2.15, 1.48 angstrom; H-X-H = 115 degree
Si: effective charge = 4.15, zeta = 1.3833 1/bohr, p = 5.6204
Si: exp(-p) = 0.003623, polynomial = 72.567
Si: Slater pi overlap, formula = 0.2629, quadrature = 0.2629
Si: mean radius = 1.339 angstrom, R/mean radius = 1.606
Slater overlap ratio Si/C = 0.974
C 2p pi overlap at 2.15 angstrom = 0.0600
Si 3p pi overlap at 2.10 angstrom = 0.2782
Si 3p pi overlap at 2.25 angstrom = 0.2342
Scale factor 1.50: overlap x 1.000, kinetic x 2.250, attraction x 1.500
C: atomic HF pi overlap, SVP = 0.3390, TZVP = 0.3444, QZVP = 0.3447
C: F_aa = -4.656 eV, F_ab = -8.845 eV, half splitting B = 8.215 eV
C: planar MP2 minimum, X-X = 1.342 angstrom
C: twisting energy, HF = 2.20 eV, MP2 = 3.25 eV
Si: atomic HF pi overlap, SVP = 0.3152, TZVP = 0.3276, QZVP = 0.3285
Si: F_aa = -4.089 eV, F_ab = -5.456 eV, half splitting B = 4.611 eV
Si: planar MP2 minimum, X-X = 2.141 angstrom
Si: twisting energy, HF = 0.57 eV, MP2 = 1.20 eV
Atomic HF overlap ratio Si/C = 0.951
Half-splitting ratio Si/C = 0.561
Twisting-energy ratio Si/C, HF = 0.258, MP2 = 0.370
Disilene bent by 10 degree: MP2 energy minus planar = -0.005 eV
Disilene bent by 20 degree: MP2 energy minus planar = -0.010 eV
Disilene bent by 30 degree: MP2 energy minus planar = +0.003 eV
all tests passed
```
